# One-dimensional RKKY range function and the order of a singular double integral: a program that tests the result

```python
# Result under test: the coupling of two classical spins through a 1D free
# electron gas at zero temperature is
#   E12 = -(J^2 m / (2 pi hbar^2)) F(2 kF R) S1.S2,  F(x) = pi/2 - Si(x),
# for the contact exchange J delta(x - R_i) S_i.sigma/2.
# The pair integral D is the integral of cos((k'-k)R)/(k'^2-k^2) over occupied k
# and empty k', and should equal pi F. Letting k' enter the Fermi sea and
# iterating principal values should add -pi^2/2 (k' first) or +pi^2/2 (k first).
# Integral tests use kF = 1; lattice tests use hopping 1 and lattice spacing 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import sici

PI = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def range_function(x):
    return PI / 2 - sici(x)[0]


def pv_cos(p, a, b, R):
    """Principal value of the integral of cos(uR)/(u^2-p^2), u from a to b.
    The pole is subtracted; the smooth remainder is done by Gauss quadrature."""
    u = 0.5 * (b - a) * NODES + 0.5 * (b + a)
    smooth = -0.5 * R**2 * np.sinc((u + p) * R / (2 * PI)) \
        * np.sinc((u - p) * R / (2 * PI))
    logs = np.log(abs((b - p) / (b + p))) - np.log(abs((a - p) / (a + p)))
    return 0.5 * (b - a) * np.dot(WEIGHTS, smooth) + np.cos(p * R) * logs / (2 * p)


def tail_cos(p, R):
    """Integral of cos(uR)/(u^2-p^2) from u = 3 to infinity, for p < 1."""
    return quad(lambda u: 1 / (u * u - p * p), 3, np.inf, weight='cos', wvar=R)[0]


def integrate(f, a, b):
    return quad(f, a, b, epsabs=1e-7, epsrel=1e-7, limit=200)[0]


def allowed_transitions(R):
    return 4 * integrate(
        lambda k: np.cos(k * R) * (pv_cos(k, 1, 3, R) + tail_cos(k, R)), 0, 1)


def final_state_first(R):
    return 4 * integrate(
        lambda k: np.cos(k * R) * (pv_cos(k, 0, 3, R) + tail_cos(k, R)), 0, 1)


def initial_state_first(R):
    def near(u):
        return -np.cos(u * R) * pv_cos(u, 0, 1, R)

    k = 0.5 * (NODES + 1)

    def far(u):
        return 0.5 * np.dot(WEIGHTS, np.cos(k * R) / (u * u - k * k))

    return 4 * (integrate(near, 0, 1) + integrate(near, 1, 3)
                + quad(far, 3, np.inf, weight='cos', wvar=R)[0])


def sea_block(R, lower):
    """Both wavevector magnitudes between lower and 1, k' integrated first."""
    return 4 * integrate(lambda k: np.cos(k * R) * pv_cos(k, lower, 1, R), lower, 1)


def log_ratio(q):
    return np.log(abs((q + 2) / (q - 2)))


def momentum_transfer_order(R):
    def f(q):
        return np.cos(q * R) * log_ratio(q) / q

    return (integrate(f, 0, 2) + integrate(f, 2, 4)
            + quad(lambda q: log_ratio(q) / q, 4, np.inf, weight='cos', wvar=R)[0])


# Fixed momentum transfer q: allowed part and occupied-to-occupied part
for q in (0.6, 1.5, 3.2):
    allowed = integrate(lambda k: 1 / (q * q + 2 * k * q), max(-1, 1 - q), 1)
    assert abs(allowed - log_ratio(q) / (2 * q)) < 1e-7
    if q < 2:
        blocked = quad(lambda k: 1 / (2 * q), -1, 1 - q,
                       weight='cauchy', wvar=-q / 2)[0]
        assert abs(blocked) < 1e-7

print("Pair integrals in units of 1/kF^0 (dimensionless), kF = 1")
print("kF R | allowed D | via q | k' first | k first | sea block | origin cut")
for R in (0.7, 2.0, 5.0):
    # Derivative of the q integral with respect to distance
    sine_part = 2 * (integrate(lambda q: np.sin(q * R) * log_ratio(q), 0, 2)
                     + integrate(lambda q: np.sin(q * R) * log_ratio(q), 2, 4)
                     + quad(log_ratio, 4, np.inf, weight='sin', wvar=R)[0])
    assert abs(sine_part - 2 * PI * np.sin(2 * R) / R) < 1e-5
    # Whole-line principal value over k' at fixed k
    for k in (0.2, 0.8):
        whole_line = 2 * (pv_cos(k, 0, 3, R) + tail_cos(k, R))
        assert abs(whole_line + PI * np.sin(k * R) / k) < 1e-6
    D = allowed_transitions(R)
    Dq = momentum_transfer_order(R)
    first_kp = final_state_first(R)
    first_k = initial_state_first(R)
    block = sea_block(R, 0.0)
    cut = sea_block(R, 0.1)
    si = sici(2 * R)[0]
    assert abs(D - PI * (PI / 2 - si)) < 1e-5
    assert abs(Dq - PI * (PI / 2 - si)) < 1e-5
    assert abs(first_kp + PI * si) < 1e-5
    assert abs(first_k - PI * (PI - si)) < 1e-5
    assert abs(block + PI**2 / 2) < 1e-5
    assert abs(cut) < 1e-5
    print(f"{R:.1f} | {D:.5f} | {Dq:.5f} | {first_kp:.5f} | {first_k:.5f}"
          f" | {block:.5f} | {abs(cut):.5f}")
block_zero = 2 * integrate(lambda k: np.log((1 - k) / (1 + k)) / k, 0, 1)
assert abs(block_zero + PI**2 / 2) < 1e-6
print(f"Sea block at R = 0, k' first: {block_zero:.5f} (dimensionless)")
print(f"pi^2/2 = {PI**2 / 2:.5f} (dimensionless)")

# Exact energies of a ring with two classical spins, no perturbation theory
V = 0.01  # J|S|/2 in units of the hopping


def ring_energy(sites, pairs, distance, angle):
    hop = 2 * np.eye(sites)
    i = np.arange(sites)
    hop[i, (i + 1) % sites] = hop[(i + 1) % sites, i] = -1
    h = np.kron(hop, np.eye(2))
    sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
    h[:2, :2] += V * sz
    s = slice(2 * distance, 2 * distance + 2)
    h[s, s] += V * (np.cos(angle) * sz + np.sin(angle) * sx)
    return np.linalg.eigvalsh(h)[:2 * pairs].sum()


def ring_range(sites, pairs, distance):
    par = ring_energy(sites, pairs, distance, 0.0)
    anti = ring_energy(sites, pairs, distance, PI)
    return -(par - anti) * 2 * PI / (4 * V**2), par, anti


kf_ring = PI * 33 / 600
print(f"Rings: 200 and 600 sites, kF times spacing = {kf_ring:.4f}")
print(f"Ring coupling J|S|/2 = {V} hopping units")
print("distance (sites) | 2kF R | F from rings | F formula")
for distance in (3, 9, 18):
    short = ring_range(200, 11, distance)[0]
    long, par, anti = ring_range(600, 33, distance)
    extrapolated = (3 * long - short) / 2  # removes the 1/length error
    x = 2 * kf_ring * distance
    # Remaining errors: lattice dispersion, of order (kF a)^2, and 1/length^2
    assert abs(extrapolated - range_function(x)) < 0.015
    print(f"{distance} | {x:.4f} | {extrapolated:.4f} | {range_function(x):.4f}")
    if distance == 9:
        tilted = ring_energy(600, 33, distance, PI / 3)
        fraction = (tilted - anti) / (par - anti)
        assert abs(fraction - 0.75) < 0.01  # higher orders in V remain
        print(f"Energy fraction at 60 degrees, 9 sites: {fraction:.4f}")

# Large-distance form, with the next term of the series as error bound
for x in (20.0, 41.0):
    assert abs(range_function(x) - np.cos(x) / x - np.sin(x) / x**2) < 3 / x**3

# Worked example with round model parameters
kF = 5.0    # 1/nm
J = 0.05    # eV nm
S = 1.0
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
fermi_energy = hbar2_over_m * kF**2 / 2
weakness = J * S / (2 * hbar2_over_m * kF)
scale = 1000 * J**2 * S**2 / (2 * PI * hbar2_over_m)
x_zero = brentq(range_function, 1, 3)
print(f"Example: kF = {kF} 1/nm, J = {J} eV nm, |S| = {S}, m = m_e")
print(f"hbar^2/m = {hbar2_over_m:.6f} eV nm^2")
print(f"Fermi energy = {fermi_energy:.4f} eV")
print(f"Weak-coupling parameter m J|S|/(2 hbar^2 kF) = {weakness:.4f}")
print(f"Energy scale J^2 S^2 m/(2 pi hbar^2) = {scale:.4f} meV")
print(f"First zero of F: x = {x_zero:.4f}, R = {x_zero / (2 * kF):.4f} nm")
print("Parallel-spin E12 in meV: correct, k' first, k first")
print("R (nm) | 2kF R | Si | F | correct | k' first | k first")
for R in (0.1, 0.3, 0.6, 1.0, 2.0, 5.0):
    x = 2 * kF * R
    si = sici(x)[0]
    print(f"{R:.1f} | {x:.1f} | {si:.5f} | {PI / 2 - si:.5f} | "
          f"{-scale * (PI / 2 - si):.4f} | {scale * si:.4f} | "
          f"{-scale * (PI - si):.4f}")
print(f"Spurious energy at large R: +/- {scale * PI / 2:.4f} meV")
print("tests ok")
```

Printed output:

```
Pair integrals in units of 1/kF^0 (dimensionless), kF = 1
kF R | allowed D | via q | k' first | k first | sea block | origin cut
0.7 | 0.98825 | 0.98825 | -3.94655 | 5.92305 | -4.93480 | 0.00000
2.0 | -0.58876 | -0.58876 | -5.52356 | 4.34605 | -4.93480 | 0.00000
5.0 | -0.27505 | -0.27505 | -5.20985 | 4.65975 | -4.93480 | 0.00000
Sea block at R = 0, k' first: -4.93480 (dimensionless)
pi^2/2 = 4.93480 (dimensionless)
Rings: 200 and 600 sites, kF times spacing = 0.1728
Ring coupling J|S|/2 = 0.01 hopping units
distance (sites) | 2kF R | F from rings | F formula
3 | 1.0367 | 0.5919 | 0.5940
9 | 3.1102 | -0.2810 | -0.2810
Energy fraction at 60 degrees, 9 sites: 0.7499
18 | 6.2204 | 0.1506 | 0.1523
Example: kF = 5.0 1/nm, J = 0.05 eV nm, |S| = 1.0, m = m_e
hbar^2/m = 0.076200 eV nm^2
Fermi energy = 0.9525 eV
Weak-coupling parameter m J|S|/(2 hbar^2 kF) = 0.0656
Energy scale J^2 S^2 m/(2 pi hbar^2) = 5.2216 meV
First zero of F: x = 1.9264, R = 0.1926 nm
Parallel-spin E12 in meV: correct, k' first, k first
R (nm) | 2kF R | Si | F | correct | k' first | k first
0.1 | 1.0 | 0.94608 | 0.62471 | -3.2620 | 4.9401 | -11.4642
0.3 | 3.0 | 1.84865 | -0.27786 | 1.4509 | 9.6530 | -6.7513
0.6 | 6.0 | 1.42469 | 0.14611 | -0.7629 | 7.4392 | -8.9651
1.0 | 10.0 | 1.65835 | -0.08755 | 0.4572 | 8.6593 | -7.7450
2.0 | 20.0 | 1.54824 | 0.02255 | -0.1178 | 8.0844 | -8.3199
5.0 | 50.0 | 1.55162 | 0.01918 | -0.1001 | 8.1020 | -8.3023
Spurious energy at large R: +/- 8.2021 meV
tests ok
```
